# Why Silicon Reflects More Red Light When It Melts

## Question

During pulsed laser annealing a weak 633 nm beam can be used to watch a silicon surface. When the surface melts, the reflected signal rises steeply and stays high while the melt lasts. Melting changes the density by only about ten per cent and leaves four valence electrons on every atom. Why does the reflectivity change so much, and how large should it be?

## Answer

### What happens to the electrons

In crystalline silicon each atom has four neighbours and four valence orbitals. The orbitals combine into hybrids pointing at the neighbours. Two facing hybrids of energy $\epsilon_h$, coupled by a matrix element $-V$, give levels from

$$
(\epsilon_h-\lambda)^2-V^2=0,\qquad \lambda=\epsilon_h\mp V .
$$

The lower, bonding level holds two electrons, one from each atom. With four bonds per atom shared between two atoms, the four electrons per atom fill the bonding levels and leave the antibonding levels empty. Coupling between bonds broadens both sets into bands, but in the crystal a gap remains. A weak, slow electric field can then only distort the bonds.

In the liquid the fourfold arrangement is lost. An atom with about six near neighbours cannot pair one of its four hybrids with each of them, so the division into filled bonds and empty antibonds has no structural basis. This is a plausibility argument, and it needs a calculation.

For that purpose 64 silicon atoms in a periodic box were moved with the Stillinger–Weber potential, once as a crystal and once as a liquid, both with a thermostat set to 1687 K. The liquid had first been melted at 5000 K. The electron levels were found from a tight-binding model with one $s$ and three $p$ orbitals per atom and distance-dependent coupling.

- Neighbours within 3.1 Å: 4.00 in the hot crystal, 6.01 in the liquid. The liquid has no sharp end to its first shell, so its count depends on the cutoff: about 4.8 within 2.9 Å and 6.8 within 3.2 Å.
- Mean separation of the highest filled and lowest empty level: 1.18 eV in the crystal, 0.061 eV in the liquid.
- Density of states midway between those levels: 0.000 per eV per atom in the crystal, 0.510 in the liquid. Free electrons at the liquid's density would give 0.456. The liquid's value comes from a single wave vector of the periodic box; averaging over four others lowers it by about 0.04.

The 0.061 eV is the level spacing of a small box. A density of 0.510 per eV per atom counts both spins, so 64 atoms have $0.510\times64/2=16.3$ levels per eV, and $1/16.3=0.061$ eV.

The thermostat setting is the same in both runs, though the mean temperature of such short runs can differ from it by several tens of kelvin. The crystal keeps its gap, so heating alone does not close the gap in this model. The model overstates that gap: its ideal crystal has 1.80 eV, against about 1.1 to 1.2 eV in silicon, so the 1.18 eV is not an estimate of the gap of real hot silicon. Each phase has its own density, 2.33 g/cm³ for the crystal and 2.53 g/cm³ for the liquid, so this comparison does not separate structure from density. The crystal's value is the room-temperature one; thermal expansion brings the real solid to about 2.29 g/cm³ at the melting point.

### One equation for both phases

Let an electron of charge $-e$ and mass $m$ feel a restoring force $-m\omega_0^2x$ and a friction $-m\gamma\dot x$:

$$
m(\ddot x+\gamma\dot x+\omega_0^2x)=-e\mathcal E .
$$

For fields varying as $e^{-i\omega t}$, each time derivative becomes a factor $-i\omega$, so

$$
x=-\frac{e\mathcal E}{m(\omega_0^2-\omega^2-i\gamma\omega)} .
$$

With $n_e$ electrons per volume the polarization is $-n_eex$. Dividing it by $\varepsilon_0\mathcal E$ and adding 1 gives the relative permittivity. Now multiply numerator and denominator by $\hbar^2$ and write $E=\hbar\omega$, $W=\hbar\omega_0$, $G=\hbar\gamma=\hbar/\tau$:

$$
\varepsilon(E)=1+\frac{P^2}{W^2-E^2-iGE},\qquad
P^2=\frac{\hbar^2n_ee^2}{\varepsilon_0m}. \tag{1}
$$

$P$ is the plasma energy. In the crystal, $W$ is an average bonding–antibonding excitation energy. It is not the smallest gap, and since it is fitted to the static permittivity it also absorbs local-field corrections. In the liquid $W=0$, which is the Drude model.

Melting moves absorption to other energies without changing its total weight per electron. From (1),

$$
E\,\mathrm{Im}\,\varepsilon=\frac{P^2GE^2}{(W^2-E^2)^2+G^2E^2}
=\frac{P^2G}{(E-W^2/E)^2+G^2}.
$$

Put $y=E-W^2/E$. For $W>0$, $y$ rises from $-\infty$ to $\infty$ as $E$ goes from 0 to $\infty$, and

$$
E=\tfrac12\left(y+\sqrt{y^2+4W^2}\right),\qquad
dE=\tfrac12\left(1+\frac{y}{\sqrt{y^2+4W^2}}\right)dy .
$$

The second term in $dE$ is odd in $y$ and multiplies an even function, so it integrates to zero. Hence

$$
\int_0^\infty E\,\mathrm{Im}\,\varepsilon\,dE
=\frac{P^2}{2}\int_{-\infty}^{\infty}\frac{G\,dy}{y^2+G^2}=\frac{\pi P^2}{2}.
$$

For $W=0$ the integrand is $P^2G/(E^2+G^2)$ and the result is the same. The weight depends on the electron density alone. The gap decides whether it lies near $W$ or extends down to zero energy.

### From permittivity to reflectivity

Light of unit amplitude meets a flat surface at normal incidence. The electric field and its slope are continuous; the slope condition expresses continuity of the magnetic field. With complex index $N=\sqrt\varepsilon=n+ik$, reflected amplitude $r$ and transmitted amplitude $t$,

$$
1+r=t,\qquad 1-r=Nt .
$$

Substituting the first into the second gives $1-r=N(1+r)$, so $r=(1-N)/(1+N)$ and

$$
R=|r|^2=\frac{(n-1)^2+k^2}{(n+1)^2+k^2}. \tag{2}
$$

A large $|N|$, whether from polarization, absorption or both, means a large mismatch with air.

### The crystal

A density of 2.33 g/cm³ with four electrons per atom gives $P=16.60$ eV. At $E=0$, (1) reads $\varepsilon_s=1+P^2/W^2$. With the rough static value $\varepsilon_s=11.7$,

$$
W=\frac{P}{\sqrt{\varepsilon_s-1}}=\frac{16.60}{\sqrt{10.7}}=5.07\ \text{eV}.
$$

The 633 nm photon has $E=1.959$ eV, well below $W$. Neglecting damping,

$$
\varepsilon=1+\frac{16.60^2}{5.07^2-1.959^2}\approx13.6,\qquad
R=\left(\frac{3.68-1}{3.68+1}\right)^2=0.328 .
$$

The crystal is already a fair reflector, because its bound electrons are easily polarized. Near the melting point its optical constants are roughly $n=4.5$, $k=0.5$, and (2) then gives $R=0.410$. This is the better starting value for the jump.

### The liquid

At 2.53 g/cm³ the valence density is $2.17\times10^{23}$ cm⁻³ and $P=17.30$ eV. The damping follows from the resistivity $\rho$. In a steady field the Drude velocity is $-e\mathcal E/(m\gamma)$, so the conductivity is $n_ee^2/(m\gamma)$ and

$$
\gamma=\frac{\rho\,n_ee^2}{m}=\varepsilon_0\rho\left(\frac P\hbar\right)^2,
\qquad G=\hbar\gamma=\frac{\varepsilon_0\rho P^2}{\hbar}.
$$

With the rough value $\rho=75$ µΩ cm $=7.5\times10^{-7}$ Ω m,

$$
G=\frac{(8.854\times10^{-12})(7.5\times10^{-7})(17.30)^2}{6.582\times10^{-16}}\ \text{eV}=3.02\ \text{eV}.
$$

The collision time is 0.218 fs and $\omega\tau=E/G=0.649$. The electrons are numerous, but they lose their momentum within a fraction of an optical cycle.

Setting $W=0$ in (1) and multiplying numerator and denominator by $E-iG$,

$$
\varepsilon=1-\frac{P^2}{E(E+iG)}
=1-\frac{P^2}{E^2+G^2}+i\,\frac{P^2G}{E(E^2+G^2)}. \tag{3}
$$

The real part is negative for $E^2<P^2-G^2$, that is, below 17.03 eV. At the probe energy $P^2/(E^2+G^2)=299.3/12.96=23.1$, so

$$
\varepsilon=(1-23.1)+i\,\frac{23.1\times3.02}{1.959}=-22.1+35.6i .
$$

Since $n^2-k^2=-22.1$ and $n^2+k^2=|\varepsilon|=41.9$, half the sum and half the difference give $n=3.15$ and $k=5.66$. Then

$$
R=\frac{2.15^2+5.66^2}{4.15^2+5.66^2}=\frac{36.7}{49.3}=0.744 .
$$

The reflectivity rises from 0.41 to 0.74, a factor of about 1.8.

### Which change matters?

Starting from the cold-crystal oscillator with $R=0.328$, one property can be altered at a time.

- Liquid density, with $W$ and zero damping kept: $R=0.343$.
- Liquid damping, with crystal density and $W$ kept: $R=0.325$.
- $W=0$ at crystal density, with the damping set by the liquid's resistivity: $R=0.749$.

The last case changes the damping as well, but the second shows that damping without gap closure does nearly nothing.

$W$ need not vanish completely. At the liquid's density and damping, reducing $W$ to 0.75, 0.5 and 0.25 of its crystal value gives $R=0.460$, 0.611 and 0.717. At one half, $W$ is still above the photon energy, so $W^2-E^2>0$ and (1) gives $\mathrm{Re}\,\varepsilon>1$. The higher reflectivity there comes with strong absorption, not with a negative permittivity.

Could carriers excited by heat in the solid do the same? Away from degeneracy, the electron and hole densities are $N_ce^{-(E_c-\mu)/k_BT}$ and $N_ve^{-(\mu-E_v)/k_BT}$, where $\mu$ is the chemical potential and $N_c$, $N_v$ are the effective band densities of states. In the product $\mu$ cancels. Setting the two densities equal gives

$$
n_{th}=\sqrt{N_cN_v}\,e^{-E_g/2k_BT}.
$$

A rough hot gap $E_g=0.6$ eV and density-of-states masses of 1.1 and 0.9 electron masses give $4.2\times10^{19}$ cm⁻³ at 1687 K. The band edges lie only about $2k_BT$ from $\mu$, so this is an estimate. With an optical mass of 0.2, these carriers shift $\varepsilon$ by $-0.076$. The hot solid has $\mathrm{Re}\,\varepsilon=4.5^2-0.5^2=20$. With the same optical mass, cancelling that would take about $1.1\times10^{22}$ cm⁻³, some 260 times more. So many carriers would fill the bands far from their edges, where this mass no longer holds, so the figure is only an order of magnitude.

### Two limits

If collisions were absent, $G\to0$, (3) would be real and negative below $P$. Then $N=ik$ and $R=(1+k^2)/(1+k^2)=1$. In the Drude model, collisions are what keep the liquid from being a perfect mirror at these energies.

For $E\ll G$, (3) is dominated by $iP^2/(GE)$. Because $\sqrt i=(1+i)/\sqrt2$, this gives $n\approx k\approx P/\sqrt{2GE}\gg1$. In (2) the denominator exceeds the numerator by $4n$, so

$$
R=1-\frac{4n}{(n+1)^2+k^2}\approx1-\frac2n=1-\frac{2\sqrt{2GE}}{P}.
$$

The model liquid therefore becomes more reflecting toward the far infrared. At 633 nm this limit would give 0.60 instead of 0.744. There $E$ is not small compared with $G$, and with $P/\sqrt{2GE}\approx5$ the dropped terms of order $1/n^2$ still count.

At 308 nm, in the ultraviolet, the contrast between crystal and liquid is smaller. Rough room-temperature constants $n=5.0$, $k=3.6$ give the crystal $R=0.592$, against 0.712 for the Drude liquid. The crystal absorbs strongly there through transitions across the gap, so it already has a large index mismatch. The undamped oscillator used for red light is not suitable so near its resonance.

### How thick must the melt be?

Intensity in the liquid falls as $e^{-4\pi kz/\lambda}$, with penetration depth $633/(4\pi\times5.66)=8.90$ nm. For a melt film of thickness $d$ on hot solid, label air, liquid and solid 0, 1, 2. The matching conditions at each interface give

$$
r_{ab}=\frac{N_a-N_b}{N_a+N_b},\qquad t_{ab}=\frac{2N_a}{N_a+N_b},\qquad
t_{01}t_{10}=1-r_{01}^2 .
$$

One round trip through the film multiplies the amplitude by $q=e^{4\pi iN_1d/\lambda}$. Adding all round trips, with $r_{10}=-r_{01}$,

$$
r=r_{01}+\frac{(1-r_{01}^2)r_{12}q}{1+r_{01}r_{12}q}
=\frac{r_{01}+r_{12}q}{1+r_{01}r_{12}q}.
$$

In the last step the two terms $\pm r_{01}^2r_{12}q$ cancel in the numerator. The reflectivity is 0.555, 0.650 and 0.733 for 5, 10 and 20 nm. A 20 nm film thus shows $(0.733-0.410)/(0.744-0.410)=97\%$ of the full rise. For a flat melt growing from the surface, the duration of the high plateau measures how long the melt stays thicker than roughly this, while its height says little about the greatest melt depth.

### How far can the Drude picture be trusted?

The free-electron Fermi velocity times $\tau$ gives a mean free path of 0.47 nm, about two bond lengths of the crystal. Free flight between rare collisions is therefore a strained picture. The path is only 0.053 of the penetration depth, which supports using a local permittivity.

The atomistic model gives a separate view. Its optical response was calculated from transitions between its levels. Counted without line broadening, $\mathrm{Im}\,\varepsilon$ near 1 eV is $55.1\pm2.0$ in the liquid and $5.9\pm1.5$ in the hot crystal. At 633 nm, calculated with 0.2 eV line broadening, the reflectivity is $0.610\pm0.008$ in the liquid and $0.328\pm0.003$ in the crystal. The uncertainties are standard errors over partly correlated snapshots, so they are approximate; for the crystal, separate short runs can differ by about 0.02 in reflectivity and by several units in $\mathrm{Im}\,\varepsilon$. They also leave out the error of using a single wave vector for the periodic box. Averaging over four other wave vectors instead lowers $\mathrm{Im}\,\varepsilon$ near 1 eV by roughly 5 to 9 in the liquid, depending on the run, and to practically zero in the crystal, whose absorption there is thus a sampling effect. The liquid's reflectivity falls by 0.02 to 0.03, and doubling the line broadening lowers it by about 0.03 more. The direction of the jump is reproduced.

The detailed Drude form is not. With 0.2 eV broadening the liquid has these permittivities:

- At 1 eV: $3.6+51.2i$ from the atoms, $-28.6+89.3i$ from Drude.
- At 633 nm: $-4.7+25.5i$ from the atoms, $-22.1+35.6i$ from Drude.

The real part is even positive at 1 eV. It stays positive with the four other wave vectors, which lower the liquid's imaginary parts by roughly a tenth. The product $E\,\mathrm{Im}\,\varepsilon$, proportional to the optical conductivity, is nearly equal at the two energies (51 and 50 eV), whereas the Drude value falls from 89 to 70 eV. The small box, minimal orbital set and empirical forces may all contribute; their shares were not separated. What this model supports is gap closure with strong low-energy absorption, while the Drude formula remains an approximation tied to the resistivity.

### Beside real silicon

The densities, resistivity and solid optical constants are rough values for silicon. Measured reflectivities of the melt in red light are roughly 0.7, near the Drude result. Changing the resistivity to 60 or 90 µΩ cm moves that result to 0.781 or 0.712. At fixed resistivity, 3 or 5 effective electrons per atom give 0.762 or 0.732. Real annealing can also break the assumption of a thick melt: at 10 nm the reflectivity falls from 0.744 to 0.650. Surface oxide, roughness and oblique incidence are left out and would need their own calculation.

Red reflectivity rises, then, because the valence electrons lose the gap that held their response to a moderate polarization. The liquid is metallic in its electron density and conductivity, but its strong damping limits it to about three quarters reflection.

## Table of computed values

```
Inputs: densities 2.33, 2.53 g/cm3; resistivity 75.0 uohm cm; static eps 11.7
Probe photon energy at 633 nm: 1.959 eV
Liquid valence density: 2.170 1e23 cm^-3
Plasma energy, solid: 16.60 eV
Plasma energy, liquid: 17.30 eV
Bonding-antibonding energy W, solid: 5.07 eV
Collision energy G, liquid: 3.02 eV
Collision time, liquid: 0.218 fs
omega tau at probe: 0.649
Zero of Re eps, liquid: 17.03 eV
Sum-rule ratios, W=0 and W solid: 1.000000, 1.000000
eps of solid oscillator: 13.57
eps of Drude liquid: -22.11+35.61j
Complex index of Drude liquid: 3.15+5.66j
R solid oscillator: 0.328
R hot solid, n=4.5 k=0.5: 0.410
R Drude liquid: 0.744
R solid, only density changed: 0.343
R solid, only damping changed: 0.325
R at solid density, W=0, liquid resistivity: 0.749
R liquid model with W at 0.75 of solid W: 0.460
R liquid model with W at 0.5 of solid W: 0.611
R liquid model with W at 0.25 of solid W: 0.717
Intensity penetration depth in liquid: 8.90 nm
R of 5 nm melt on hot solid: 0.555
R of 10 nm melt on hot solid: 0.650
R of 20 nm melt on hot solid: 0.733
Hot-solid inputs: gap 0.6 eV; masses 1.1, 0.9, 0.2
Thermal carriers in hot solid: 4.22 1e19 cm^-3
Their shift of eps: -0.076
Carriers needed for Re eps=0: 11.13 1e21 cm^-3
308 nm: R crystal, n=5.0 k=3.6: 0.592
308 nm: R Drude liquid: 0.712
R liquid at 60 and 90 uohm cm: 0.781, 0.712
R liquid, 3 and 5 electrons/atom: 0.762, 0.732
Free-electron mean free path: 0.469 nm
Mean free path / penetration depth: 0.053
Atomistic model: 64 atoms, both phases at 1687 K
RMS displacement solid, liquid: 0.27, 8.24 angstrom
Neighbours within 3.1 angstrom solid, liquid: 4.00, 6.01
Level gap, ideal crystal: 1.80 eV
Mean level gap hot solid, liquid: 1.181, 0.061 eV
Mid-gap states solid, liquid: 0.000, 0.510 per eV per atom
Free-electron states at Fermi level: 0.456 per eV per atom
Unbroadened Im eps near 1 eV, solid: 5.93 +- 1.47
Unbroadened Im eps near 1 eV, liquid: 55.09 +- 2.01
Liquid/solid ratio of these: 9.3
Broadened eps at 1 eV, solid: 20.62+6.32j
Broadened eps at 1 eV, liquid: 3.56+51.18j
Drude eps at 1 eV, liquid: -28.59+89.32j
Atomistic eps at 633 nm, solid: 11.52+5.55j
Atomistic eps at 633 nm, liquid: -4.69+25.48j
Atomistic R at 633 nm, solid: 0.328 +- 0.003
Atomistic R at 633 nm, liquid: 0.610 +- 0.008
```
